Zener mean-field Curie temperature and the spatial average of RKKY couplings

In a dilute magnetic semiconductor that contains mobile carriers, the carriers can couple the localized moments to one another; this mechanism alone is treated here. The carriers are taken as holes, and their valence band is replaced by one parabolic, spin-degenerate band of mass m, with carrier energies measured into the band. The moments have spin S, density n_S and positions R_i. The coupling is

H_int = J Σ_i S_i·s(R_i),

where s(r) is the carrier spin density, built from σ/2, and spins are in units of ħ. J is therefore an energy times a volume. The carriers do not interact with one another, and the moments have no direct exchange. Write α = ħ²/m, so that E = αk²/2, and let p be the carrier density.

**(a) A uniform field adds h s_z to the carrier energy density. Find the linear response ⟨s_z⟩ = −χ_s h at any temperature, and its degenerate limit.**

A spin-up carrier has s_z = +1/2, so its energy rises by h/2; a spin-down carrier's falls by h/2. Raising a level at fixed chemical potential μ acts like lowering μ by the same amount. Each spin species contributes half of ∂p/∂μ, hence

δn_↑ = −(1/2)(∂p/∂μ)(h/2),  δn_↓ = +(1/2)(∂p/∂μ)(h/2).

The spin density is half the difference:

⟨s_z⟩ = (δn_↑ − δn_↓)/2 = −(1/4)(∂p/∂μ) h,
χ_s = (1/4) ∂p/∂μ.

Holding p fixed instead of μ changes nothing at this order: reversing h exchanges the two species, so the shift of μ is even in h and starts at h².

For k_BT ≪ E_F, ∂p/∂μ is the density of states D of both spins at the Fermi energy. From p = k_F³/(3π²) and dE/dk = αk,

D = (dp/dk_F)/(αk_F) = (k_F²/π²)/(αk_F) = k_F/(π²α),
χ_s = D/4.

**(b) Replace the moments by a uniform average magnetization and treat each moment in the resulting carrier field. At what temperature does a spontaneous magnetization first appear?**

Averaging over the moments (the virtual-crystal step) gives the carriers a field h = J n_S⟨S_z⟩. By (a) they respond with

⟨s_z⟩ = −χ_s J n_S⟨S_z⟩.

The energy of one moment in this spin density is J⟨s_z⟩S_z. Writing it as −bS_z defines

b = −J⟨s_z⟩ = J²χ_s n_S⟨S_z⟩.

The two minus signs have combined: b is parallel to the magnetization, and J enters squared. Ferromagnetic and antiferromagnetic J give the same tendency to order; they differ in whether the carriers polarize parallel or antiparallel to the moments.

The thermal average over the levels M = −S, …, S is, for small b,

⟨S_z⟩ = Σ M exp(Mb/k_BT) / Σ exp(Mb/k_BT) ≈ (b/k_BT) ΣM²/(2S+1).

The term linear in M sums to zero, and ΣM² = S(S+1)(2S+1)/3. Thus

⟨S_z⟩ = S(S+1)b/(3k_BT).

Inserting b and cancelling the nonzero ⟨S_z⟩ gives

k_BT_C = [S(S+1)/3] n_S J² χ_s(T_C).

For degenerate carriers χ_s = D/4, so

k_BT_C = S(S+1) n_S J² D/12.

In this regime T_C grows as n_S m p^(1/3).

The opposite limit, k_BT_C ≫ E_F, has Maxwell statistics: p ∝ exp(μ/k_BT), so ∂p/∂μ = p/k_BT and χ_s = p/(4k_BT). The condition then contains T_C on both sides, and

(k_BT_C)² = S(S+1) n_S J² p/12.

T_C now grows as p^(1/2) and no longer depends on the mass. This is a limit of the model rather than a practical regime: with the other parameters of (f), equating this k_BT_C with E_F gives p ≈ 6 × 10⁻⁸ nm⁻³ (6 × 10¹³ cm⁻³) and T_C of about 0.1 K, and the limit lies at still lower densities. Carriers in a real, disordered magnetic semiconductor are expected to be localized there, so that a band of free carriers no longer describes them. Within the model, T_C vanishes as p → 0, as it must when there is no direct exchange.

**(c) Now keep the moments at their actual positions. Eliminate the carriers to second order in J and find the interaction between the moments.**

Take the moments as slow compared with the carrier response, so that the carriers see fixed vectors S_i. They are then in a static field

h(r) = J Σ_i S_i δ(r − R_i).

The unpolarized carriers are isotropic in spin, so the linear response has one scalar kernel:

⟨s(r)⟩ = −∫d³r′ χ(r − r′) h(r′).

Scale the field by λ, from 0 to 1. The carrier grand potential Ω obeys

dΩ/dλ = ∫d³r h(r)·⟨s(r)⟩_λ = −λ ∫∫ d³r d³r′ h(r)·h(r′) χ(r − r′).

There is no first-order term because the unperturbed spin density is zero. Integrating λ gives the factor 1/2. After inserting h(r), the terms with i ≠ j are

H_eff = −(1/2) Σ_{i≠j} J²χ(R_ij) S_i·S_j.

This is the RKKY interaction, with coupling J_RKKY(r) = J²χ(r); a positive value favours parallel moments. The terms with i = j contain S_i·S_i, which does not depend on orientation. They cannot align anything and are dropped, although their coefficient diverges for a point contact in a continuum.

**(d) Calculate χ(r) for degenerate carriers.**

The free retarded Green function satisfies (E + α∇²/2)G = δ(r). With E = αk²/2 this is (∇² + k²)G = (2/α)δ(r), whose outgoing solution is

G(r,E) = −exp(ikr)/(2παr).

Place a field of integrated strength η at the origin. The potentials are ±(η/2)δ(r) for the two spins. To first order the Green function at r changes by G(r)(±η/2)G(r). Since the density per spin is −(1/π) Im∫dE f(E)G(r,r;E), with f the Fermi function,

δn_↑ = −(η/2π) Im∫dE f G²,  δn_↓ = −δn_↑.

Then ⟨s_z⟩ = (δn_↑ − δn_↓)/2 = δn_↑. Comparing with −χη,

χ(r) = (1/2π) Im∫dE f(E) G(r,E)².

For E < 0, G is real and contributes nothing. For E > 0, Im G² = sin(2kr)/(4π²α²r²) and dE = αk dk. At T = 0,

χ(r) = [1/(8π³αr²)] ∫₀^{k_F} dk k sin(2kr).

Integration by parts gives

∫₀^{k_F} dk k sin(2kr) = −k_F cos(2k_Fr)/(2r) + sin(2k_Fr)/(4r²) = (sin x − x cos x)/(4r²),

with x = 2k_Fr. Since r⁻⁴ = 16k_F⁴/x⁴,

χ(r) = [k_F⁴/(2π³α)] F(x),  F(x) = (sin x − x cos x)/x⁴.

At small x, sin x − x cos x ≈ x³/3, so the coupling is positive and grows as 1/r. At large x it oscillates with an envelope proportional to 1/r³.

**(e) Apply mean-field theory to H_eff, average over uncorrelated positions, and compare the ordering temperature with (b).**

In H_eff each pair appears twice, which cancels the factor 1/2. The mean field on moment i is therefore

b_i = Σ_{j≠i} J²χ(R_ij)⟨S_j⟩.

Assume a common ⟨S_z⟩ and replace the sum by its average over positions. If positions are uncorrelated, the density of other moments around a given one is n_S at every distance, and

b = n_S⟨S_z⟩ ∫d³r J²χ(r).

The linearized spin average of (b) then yields

k_BT_C = [S(S+1)/3] n_S ∫d³r J_RKKY(r).

It remains to do the integral. Inside a sphere of radius R, with X = 2k_FR,

∫_{r<R} d³r χ(r) = [k_F⁴/(2π³α)] [4π/(8k_F³)] ∫₀^X dx (sin x − x cos x)/x².

The prefactor is k_F/(4π²α) = D/4. The integrand is −d(sin x/x)/dx, and sin x/x → 1 at the origin. Hence

∫_{r<R} d³r χ(r) = (D/4)[1 − sin X/X] → D/4 = χ_s as R → ∞.

The two Curie temperatures are equal.

The equality also holds at finite temperature. Write f(E) = ∫_E^∞ dE′ [−f′(E′)]. The thermal χ(r) is then the T = 0 function with Fermi energy E′, averaged with weight −f′(E′). Its space integral is

∫dE′ [−f′(E′)] D(E′)/4 = (1/4)∂p/∂μ = χ_s(T).

The reason is linearity. Part (b) averages the moments first and then asks for the carrier response; part (e) finds the response to each moment and then averages. For a linear response and uncorrelated positions the order does not matter. The oscillating sign of the coupling is thus already contained in the uniform susceptibility.

**(f) Evaluate T_C for the round parameters m = 0.5 m_e, p = 0.30 nm⁻³, J = 0.050 eV nm³ and S = 5/2, with a fraction 0.050 of the sites of an fcc lattice (a = 0.56 nm) carrying a moment. Where in space does the coupling come from?**

The fcc cell volume is v₀ = a³/4, so the site density is 22.777 nm⁻³ and n_S = 0.050 × 22.777 = 1.139 nm⁻³. With α = 0.1524 eV nm²,

k_F = (3π² × 0.30)^(1/3) = 2.071 nm⁻¹,
E_F = 0.1524 × 2.071²/2 = 0.327 eV,
D = 2.071/(π² × 0.1524) = 1.377 eV⁻¹ nm⁻³,
χ_s = 1.377/4 = 0.344 eV⁻¹ nm⁻³.

Since S(S+1)/3 = 2.917,

k_BT_C = 2.917 × 1.139 × 0.050² × 0.344 eV ≈ 2.86 meV,

or T_C = 33.2 K. The ratio k_BT_C/E_F is 0.009, so the degenerate formula is consistent. Numerical integration of the RKKY coupling and a solution of the nonlinear self-consistency with thermal carriers both also give 33.2 K.

The coupling is 0.495 meV at 0.5 nm, 0.023 meV at 1.0 nm, −0.020 meV at 1.5 nm and 0.005 meV at 2.0 nm. It first changes sign at x = 4.493, or r = 1.08 nm. The sphere inside this radius supplies 1.217 times the full integral; everything beyond it subtracts a net 0.217.

**(g) The moments in (f) sit on lattice sites, and no two share a site. How does this change the average when k_Fa is small?**

For random occupation of the lattice, the integral in (e) is replaced by

∫d³r χ(r) → v₀ Σ_{R≠0} χ(R).

Split χ(r) = c/r + g(r), where c/r is the part singular at the origin. F contains only odd powers of x, so g(0) = 0 and the missing R = 0 term costs nothing for g. With a common smooth cutoff, Poisson summation then gives v₀ Σ_{R≠0} g(R) − ∫d³r g = Σ_{G≠0} g̃(G), a sum over nonzero reciprocal-lattice vectors. For small k_Fa these lie far above 2k_F, where g̃ is set by the term of g linear in r and is of higher order in k_Fa. The leading difference therefore comes from c/r, summed without its R = 0 term. From F ≈ 1/(3x),

χ(r) ≈ [k_F⁴/(2π³α)]/(6k_Fr) = k_F³/(12π³αr).

Dividing by χ_s = k_F/(4π²α),

χ(r)/χ_s ≈ k_F²/(3πr).

Define ξ by the difference for 1/r itself, taken with a common smooth cutoff that is then removed:

v₀ Σ_{R≠0} 1/R − ∫d³r/r = −v₀ξ.

This is the potential at a site due to unit charges on all other sites and a neutralizing background, up to the factor v₀. For fcc, an Ewald sum gives ξ = 4.585/a. The ratio of the lattice average to the continuum average is therefore

ratio ≈ 1 − k_F²v₀ξ/(3π) = 1 − (k_Fa)²(ξa)/(12π).

The next term in F is −x/30, whose singularity produces a correction of order (k_Fa)⁴.

Here k_Fa = 1.160, and the leading formula gives 1 − 1.345 × 4.585/37.70 = 0.836. Direct summation of the full χ(R) gives 0.840. The mean-field T_C for a common ⟨S_z⟩ falls from 33.2 K to 27.9 K.

The reduction has a simple meaning. In (b) a moment feels the response to the average magnetization everywhere, including its own cell, where on the lattice no other moment can sit. For a sphere of volume v₀, with X = 0.906, the formula 1 − sin X/X of (e) gives 0.13 for this share, out of a total reduction of 0.16; the rest comes from replacing the integral over each other cell by the value at its site. The equality in (e) thus belongs to uncorrelated positions in a continuum; on a lattice it is recovered as k_Fa → 0. The corrected value still assumes a parabolic band and a point contact down to the lattice spacing, so it shows the size of the effect in this model.

In a tight-binding model the sum over all sites, the same-site term included, equals J² times the uniform susceptibility, and removing the same-site term can change the sign. On a 12-site ring with classical unit moments, with J = 0.02, k_BT = 0.3 and μ = −0.7 measured in the hopping, the couplings to all other sites sum to −1.39 × 10⁻⁵ in units of the hopping, while the same-site term is 4.92 × 10⁻⁵. Their total, 3.53 × 10⁻⁵, agrees with J² times the uniform susceptibility. That susceptibility alone would suggest ferromagnetism if every site carried a moment, yet the actual intersite sum opposes uniform alignment.

**(h) Different moments have different surroundings. For uncorrelated positions in a continuum, how large is the relative spread of the sum K = Σ_j J_RKKY(r_j) felt by one moment?**

Divide space into small cells dV, each occupied independently with probability n_S dV. A cell contributes n_S J_RKKY dV to the mean of K and, to first order in dV, n_S J_RKKY² dV to its variance. Put C = J²k_F⁴/(2π³α), so that J_RKKY = C F(x), and use d³r = [π/(2k_F³)] x²dx after the angular integration:

mean = n_S C [π/(2k_F³)] ∫₀^∞ x²F dx,
variance = n_S C² [π/(2k_F³)] ∫₀^∞ x²F² dx.

The first integral is 1, by (e). For the second, integration by parts shows that

xF(x) = (sin x − x cos x)/x³ = ∫₀¹ dt [(1 − t²)/2] cos(xt).

Parseval's theorem for the cosine transform then gives

∫₀^∞ x²F² dx = (π/2) ∫₀¹ dt (1 − t²)²/4 = (π/8)(1 − 2/3 + 1/5) = π/15.

Therefore

variance/mean² = (π/15)(2k_F³/π)/n_S = 2k_F³/(15n_S),

and with k_F³ = 3π²p,

relative spread = √(2π²p/(5n_S)).

For the parameters of (f) this is 1.02; a random sample of 20000 environments within a ball of radius 3.0 nm gives a standard deviation of 1.03 times the mean n_S J²χ_s. This continuum value includes pairs closer than the nearest-neighbour distance, which the lattice of (g) excludes. In the continuum the standard deviation is as large as the mean. On the lattice of (g), with each site occupied independently with probability y = 0.050, the mean is y Σ_{R≠0} J_RKKY(R), the variance is y(1 − y) Σ_{R≠0} J_RKKY(R)², and the relative spread is still about 0.8. A common ⟨S_z⟩ is therefore a crude assumption at these densities. The 33 K of (f) and the 28 K of (g) are the mean-field temperatures obtained under that assumption; they are neither the result of a mean-field treatment with site-dependent ⟨S_i⟩ nor estimates of the true ordering temperature. The spread falls when there are fewer carriers per moment, because the range 1/k_F of the coupling then holds more moments, of order n_S/k_F³, whose contributions average. It measures static disorder alone: thermal fluctuations, carrier interactions, carrier scattering and the spin–orbit structure of a real valence band are further effects outside this calculation. The main computed values appear in the numerical output below.

Calculated quantities

```
mass ratio m/m_e             0.50
carrier density p            0.30 nm^-3
exchange constant J          0.050 eV nm^3
moment spin S                2.5
moment fraction x            0.050
fcc constant a               0.56 nm
hbar^2/m                     0.15240 eV nm^2
site density N0              22.777 nm^-3
moment density n_S           1.1388 nm^-3
Fermi wave number kF         2.0710 nm^-1
Fermi energy                 0.3268 eV
density of states D          1.3769 eV^-1 nm^-3
spin susceptibility chi_s    0.3442 eV^-1 nm^-3
k_B T_C                      2.8585 meV
T_C, susceptibility formula  33.171 K
T_C, RKKY space integral     33.169 K
T_C, self-consistent         33.168 K
k_B T_C / E_F                0.00875
RKKY coupling at 0.5 nm      0.49487 meV
RKKY coupling at 1.0 nm      0.02306 meV
RKKY coupling at 1.5 nm      -0.02047 meV
RKKY coupling at 2.0 nm      0.00451 meV
first zero of coupling, x    4.4934
first zero of coupling, r    1.0848 nm
integral fraction inside it  1.2172
sampling ball radius         3.0 nm
number of random samples     20000
ball fraction, formula       1.0113
ball fraction, random mean   1.0156
relative spread, formula     1.0198
relative spread, random      1.0267
kF a                         1.1598
fcc constant xi*a            4.5849
lattice/continuum, direct    0.8397
lattice/continuum, leading   0.8364
T_C with fcc lattice sum     27.855 K
ring: same-site term         4.91564e-05 hopping units
ring: sum over other sites   -1.38800e-05 hopping units
ring: total sum              3.52764e-05 hopping units
ring: J^2 chi_uniform        3.52765e-05 hopping units
ring: 60-degree energy ratio 0.50000
hot test k_B T / E_F         0.10
hot integral of chi(r)       0.34273 eV^-1 nm^-3
hot (1/4) dp/dmu             0.34273 eV^-1 nm^-3
```
